**Psinc products, zero-padding and the filtered potential**

For an odd number N of grid points, the program tests that the product of two psinc expansions is fixed by its samples at half the spacing h/2. Here P is zero-padding interpolation, R is its adjoint for grid-weighted inner products, and V is the local potential. The program asserts that the product is rebuilt between grid points, that R is the Fourier filter adjoint to P, and that h·RVP equals the potential matrix found by Gauss–Legendre quadrature. It also asserts the energy gradients by finite differences, and the interpolation, adjoint and a potential integral in three dimensions. In the seven-point example the fine grid reproduces the potential integral of −3.817 hartree, while the orbital grid gives −1.762 hartree. The lowest energy is −0.5786 hartree with the double grid and −0.2145 hartree with the coarse potential. A cosine potential of frequency N causes no error, but one of frequency N+1 gives a false matrix element of up to 0.143 hartree bohr.

## Numerical check

```python
"""Psinc orbitals, products on a doubled grid, and Fourier filtering.

Result under test: for odd N, a product of two psinc expansions is fixed by
its samples at half the spacing. Zero-padding P supplies orbital samples;
its weighted adjoint R is a Fourier filter, and the potential matrix is
h * R V P when V has no Fourier component above |q| = N.
L: cell length; N: coarse points; h=L/N; J=(N-1)/2; G=2*pi/L.
a, b: orbital values on the coarse grid. Atomic units throughout.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss

L, N = 7.0, 7
J, h, G = N // 2, L / N, 2 * np.pi / L
A, B = -1.0, 0.5
a = np.array([2., 1., 0., -1., 0., 1., 1.])
b = np.array([1., 0., -1., 1., 2., 0., 1.])
coarse = np.arange(N) * h
fine = np.arange(2 * N) * h / 2


def psinc(x, n=N):
    """Values D_k(x) from the defining finite Fourier sum."""
    distance = np.asarray(x)[:, None] - np.arange(n) * L / n
    total = np.ones_like(distance)
    for p in range(1, n // 2 + 1):
        total += 2 * np.cos(G * p * distance)
    return total / n


def pad(values):
    """Interpolate to half spacing in every dimension."""
    n, dim = values.shape[0], values.ndim
    p = np.arange(-(n // 2), n // 2 + 1)
    index = np.ix_(*([p] * dim))
    spectrum = np.zeros((2 * n,) * dim, complex)
    spectrum[index] = np.fft.fftn(values)[index]
    return 2**dim * np.fft.ifftn(spectrum)


def fourier_filter(values):
    """Weighted adjoint of pad, returning coarse-grid values."""
    n, dim = values.shape[0] // 2, values.ndim
    p = np.arange(-(n // 2), n // 2 + 1)
    index = np.ix_(*([p] * dim))
    spectrum = np.zeros((n,) * dim, complex)
    spectrum[index] = np.fft.fftn(values)[index] / 2**dim
    return np.fft.ifftn(spectrum)


def potential(x):
    return A * np.cos(G * x) + B * np.cos(6 * G * x)


def potential_matrix(v_fine):
    """Matrix R V P, built by applying the operations to unit vectors."""
    return np.array([fourier_filter(v_fine * pad(e)) for e in np.eye(N)]).T


def plane_wave_energy(cutoff):
    """Lowest energy from the analytic plane-wave matrix."""
    p = np.arange(-cutoff, cutoff + 1)
    difference = np.abs(p[:, None] - p[None, :])
    matrix = np.diag(0.5 * (G * p)**2)
    matrix = matrix + A / 2 * (difference == 1) + B / 2 * (difference == 6)
    return np.linalg.eigvalsh(matrix)[0]


# Gauss-Legendre quadrature is independent of the uniform-grid sums.
nodes, weights = leggauss(80)
xq, wq = (nodes + 1) * L / 2, weights * L / 2
Dq = psinc(xq)
phi_q, psi_q = Dq @ a, Dq @ b

# Closed form, cardinal property, overlap and infinite-cell limit.
u = (xq[:, None] - coarse) / h
regular = np.abs(np.sin(np.pi * u / N)) > 1e-3
closed = np.sin(np.pi * u[regular]) / (N * np.sin(np.pi * u[regular] / N))
assert np.allclose(closed, Dq[regular], atol=1e-11)
assert np.allclose(psinc(coarse), np.eye(N), atol=1e-12)
assert np.allclose(Dq.T @ (wq[:, None] * Dq), h * np.eye(N), atol=1e-11)
overlap_q = np.sum(wq * phi_q * psi_q)
overlap_coarse = h * np.dot(a, b)
assert abs(overlap_q - overlap_coarse) < 1e-11
sinc_errors = []
for n in (101, 303):
    value = psinc(np.array([2.5 * L / n]), n)[0, 0]
    sinc_errors.append(abs(value - np.sinc(2.5)))
assert abs(sinc_errors[0] / sinc_errors[1] - 9) < 0.09

# Interpolation and reconstruction of the product away from grid points.
P = np.array([pad(e) for e in np.eye(N)]).T
R = np.array([fourier_filter(e) for e in np.eye(2 * N)]).T
assert np.allclose(P, psinc(fine), atol=1e-12)
phi_f, psi_f = pad(a).real, pad(b).real
product_f = phi_f * psi_f


def product_kernel(x):
    d = np.asarray(x)[:, None] - fine
    total = np.ones_like(d)
    for q in range(1, 2 * J + 1):
        total += 2 * np.cos(G * q * d)
    return total / (2 * N)


rebuilt = product_kernel(xq) @ product_f
coarse_rebuilt = Dq @ (a * b)
error_fine = np.max(np.abs(rebuilt - phi_q * psi_q))
error_coarse = np.max(np.abs(coarse_rebuilt - phi_q * psi_q))
assert error_fine < 1e-11 and error_coarse > 1e-2
alternating = np.sum((-1)**np.arange(2 * N) * product_f)
assert abs(alternating) < 1e-11
assert np.max(np.abs(product_kernel(fine) - np.eye(2 * N))) > 0.01

# Adjoint identity, normalization and orthogonal projection.
rng = np.random.default_rng(4)
c = rng.normal(size=N) + 1j * rng.normal(size=N)
g = rng.normal(size=2 * N) + 1j * rng.normal(size=2 * N)
left = h / 2 * np.vdot(g, psinc(fine) @ c)
right = h * np.vdot(fourier_filter(g), c)
assert abs(left - right) < 1e-11
assert np.allclose(P.conj().T @ P, 2 * np.eye(N), atol=1e-12)
assert np.allclose(R @ P, np.eye(N), atol=1e-12)
projector = P @ R
assert np.allclose(projector @ projector, projector, atol=1e-12)
assert np.allclose(projector, projector.conj().T, atol=1e-12)

# Potential matrix from the definition and from padding plus filtering.
V_exact = Dq.T @ ((wq * potential(xq))[:, None] * Dq)
V_filter = potential_matrix(potential(fine))
assert np.allclose(h * V_filter, V_exact, atol=1e-11)
sampled = np.array([(potential(fine) * pad(e))[::2] for e in np.eye(N)]).T
assert np.allclose(sampled, np.diag(potential(coarse)), atol=1e-12)
integral_q = np.sum(wq * phi_q * potential(xq) * psi_q)
integral_f = h / 2 * np.sum(phi_f * potential(fine) * psi_f)
integral_c = h * np.sum(a * potential(coarse) * b)
assert abs(integral_q - integral_f) < 1e-11
assert abs(integral_q - integral_c) > 1e-2

# Aliasing in V*phi lies outside the frequencies kept by the filter.
m = np.arange(-2 * J, 2 * J + 1)
true_hat = np.exp(-1j * G * np.outer(m, xq)) @ (
    wq * potential(xq) * phi_q) / L
fine_hat = np.fft.fft(potential(fine) * phi_f)[m] / (2 * N)
alias = np.abs(fine_hat - true_hat)
kept_alias = np.max(alias[np.abs(m) <= J])
removed_alias = np.max(alias[np.abs(m) > J])
assert kept_alias < 1e-11 and removed_alias > 1e-3

# Sharp frequency limit for a unit cosine potential.
limit_errors = {}
for q in (N, N + 1):
    exact = Dq.T @ ((wq * np.cos(G * q * xq))[:, None] * Dq)
    approx = h * potential_matrix(np.cos(G * q * fine))
    limit_errors[q] = np.max(np.abs(approx - exact))
assert limit_errors[N] < 1e-11 and limit_errors[N + 1] > 1e-2

# Gradients of a quadratic energy and a nonlinear fine-grid energy.
def quadratic_energy(values):
    return np.sum(wq * potential(xq) * (Dq @ values)**2)


def nonlinear_energy(values):
    density = (psinc(fine) @ values)**2
    return -h / 2 * np.sum(density**(4 / 3))


def numerical_gradient(function, step):
    return np.array([(function(a + step * e) - function(a - step * e))
                     / (2 * step) for e in np.eye(N)])


gradient = 2 * h * fourier_filter(potential(fine) * phi_f).real
assert np.allclose(gradient, numerical_gradient(quadratic_energy, 1e-3),
                   atol=1e-9)
local_v = -4 / 3 * (phi_f**2)**(1 / 3)
nonlinear_gradient = 2 * h * fourier_filter(local_v * phi_f).real
assert np.allclose(nonlinear_gradient,
                   numerical_gradient(nonlinear_energy, 1e-4), atol=1e-6)

# Three-dimensional interpolation, adjoint and potential integral.
n3 = 3
c3, d3 = rng.normal(size=(2, n3, n3, n3))
g3 = rng.normal(size=(2 * n3,) * 3)
y3 = np.arange(2 * n3) * L / (2 * n3)


def expand3(D, values):
    return np.einsum('ia,jb,kc,abc->ijk', D, D, D, values, optimize=True)


def potential3(x):
    X, Y, Z = np.meshgrid(x, x, x, indexing='ij')
    return np.cos(G * (X + 2 * Y - 2 * Z)) + 0.5 * np.cos(2 * G * X)


direct3 = expand3(psinc(y3, n3), c3)
assert np.allclose(pad(c3), direct3, atol=1e-12)
assert abs(np.sum(g3 * direct3) / 8
           - np.sum(fourier_filter(g3) * c3)) < 1e-11
t3, w3 = leggauss(32)
x3, w3 = (t3 + 1) * L / 2, w3 * L / 2
D3 = psinc(x3, n3)
integrand3 = expand3(D3, c3) * potential3(x3) * expand3(D3, d3)
quad3 = np.einsum('i,j,k,ijk->', w3, w3, w3, integrand3, optimize=True)
filter3 = (L / n3)**3 * np.sum(
    c3 * fourier_filter(potential3(y3) * pad(d3))).real
assert abs(quad3 - filter3) < 1e-9

# One-particle energies: same basis, coarse potential and larger basis.
p_fft = np.fft.fftfreq(N, 1 / N)
kinetic = np.array([np.fft.ifft(0.5 * (G * p_fft)**2 * np.fft.fft(e))
                    for e in np.eye(N)]).T
energy_f = np.linalg.eigvalsh(kinetic + V_filter)[0]
energy_c = np.linalg.eigvalsh(kinetic + np.diag(potential(coarse)))[0]
energy_pw, energy_large = plane_wave_energy(J), plane_wave_energy(40)
assert abs(energy_f - energy_pw) < 1e-11
assert abs(energy_large - plane_wave_energy(30)) < 1e-9
assert energy_f >= energy_large and abs(energy_c - energy_f) > 1e-2

probe = np.array([1.25])
phi_p, psi_p = (psinc(probe) @ a)[0], (psinc(probe) @ b)[0]
print(f"L = {L:.1f} bohr; N = {N}; J = {J}")
print(f"coarse spacing = {h:.2f} bohr; fine = {h/2:.2f} bohr")
print(f"A = {A:.2f} hartree; B = {B:.2f} hartree")
print("a (bohr^-1/2):", a.astype(int))
print("b (bohr^-1/2):", b.astype(int))
print("y/bohr, phi, psi (bohr^-1/2), product (bohr^-1)")
for y, f, s, r in zip(fine, phi_f, psi_f, product_f):
    print(f"{y:4.1f} {f:10.6f} {s:10.6f} {r:10.6f}")
print(f"alternating product sum = {alternating:.1e} bohr^-1")
print(f"probe x = {probe[0]:.2f} bohr")
print(f"phi, psi at probe = {phi_p:.6f}, {psi_p:.6f} bohr^-1/2")
print(f"direct product at probe = {phi_p*psi_p:.6f} bohr^-1")
print(f"from fine grid = {(product_kernel(probe)@product_f)[0]:.6f} bohr^-1")
print(f"from coarse grid = {(psinc(probe)@(a*b))[0]:.6f} bohr^-1")
print(f"max product error, fine = {error_fine:.1e} bohr^-1")
print(f"max product error, coarse = {error_coarse:.6f} bohr^-1")
print(f"overlap, quadrature = {overlap_q:.6f} (dimensionless)")
print(f"overlap, coarse sum = {overlap_coarse:.6f} (dimensionless)")
print(f"potential integral, quadrature = {integral_q:.6f} hartree")
print(f"potential integral, fine sum = {integral_f:.6f} hartree")
print(f"potential integral, coarse sum = {integral_c:.6f} hartree")
print(f"max alias kept by filter = {kept_alias:.1e} hartree bohr^-1/2")
print(f"max alias removed = {removed_alias:.6f} hartree bohr^-1/2")
print("unit cosine (1 hartree), max error of integral D_k V D_l:")
for q, error in limit_errors.items():
    print(f"q = {q}: {error:.6f} hartree bohr")
print(f"lowest energy, double grid = {energy_f:.6f} hartree")
print(f"lowest energy, same plane waves = {energy_pw:.6f} hartree")
print(f"lowest energy, coarse potential = {energy_c:.6f} hartree")
print(f"lowest energy, 81 plane waves = {energy_large:.6f} hartree")
print(f"coarse-grid energy error = {energy_c-energy_f:.6f} hartree")
print(f"basis error = {energy_f-energy_large:.6f} hartree")
print("PASS")
```

Running it gives:

```
L = 7.0 bohr; N = 7; J = 3
coarse spacing = 1.00 bohr; fine = 0.50 bohr
A = -1.00 hartree; B = 0.50 hartree
a (bohr^-1/2): [ 2  1  0 -1  0  1  1]
b (bohr^-1/2): [ 1  0 -1  1  2  0  1]
y/bohr, phi, psi (bohr^-1/2), product (bohr^-1)
 0.0   2.000000   1.000000   2.000000
 0.5   1.696857   0.514839   0.873609
 1.0   1.000000  -0.000000  -0.000000
 1.5   0.428571  -0.624566  -0.267671
 2.0   0.000000  -1.000000  -0.000000
 2.5  -0.538298  -0.442548   0.238223
 3.0  -1.000000   1.000000  -1.000000
 3.5  -0.839715   2.170810  -1.822861
 4.0   0.000000   2.000000   0.000000
 4.5   0.816256   0.825738   0.674014
 5.0   1.000000   0.000000   0.000000
 5.5   0.825738   0.256036   0.211418
 6.0   1.000000   1.000000   1.000000
 6.5   1.610590   1.299691   2.093268
alternating product sum = 8.9e-16 bohr^-1
probe x = 1.25 bohr
phi, psi at probe = 0.682978, -0.305229 bohr^-1/2
direct product at probe = -0.208465 bohr^-1
from fine grid = -0.208465 bohr^-1
from coarse grid = -0.117575 bohr^-1
max product error, fine = 2.9e-15 bohr^-1
max product error, coarse = 1.038735 bohr^-1
overlap, quadrature = 2.000000 (dimensionless)
overlap, coarse sum = 2.000000 (dimensionless)
potential integral, quadrature = -3.817093 hartree
potential integral, fine sum = -3.817093 hartree
potential integral, coarse sum = -1.762229 hartree
max alias kept by filter = 2.2e-16 hartree bohr^-1/2
max alias removed = 0.043432 hartree bohr^-1/2
unit cosine (1 hartree), max error of integral D_k V D_l:
q = 7: 0.000000 hartree bohr
q = 8: 0.142857 hartree bohr
lowest energy, double grid = -0.578550 hartree
lowest energy, same plane waves = -0.578550 hartree
lowest energy, coarse potential = -0.214492 hartree
lowest energy, 81 plane waves = -0.587587 hartree
coarse-grid energy error = 0.364059 hartree
basis error = 0.009036 hartree
PASS
```
